**X-ray strain of a clamped, defect-expanded layer on (001) silicon**

The program tests the relation ε_perp = e(1 + 2C12/C11), where e is the free strain of the layer, ε_perp its out-of-plane X-ray strain relative to the substrate, and C11 and C12 are cubic elastic constants. It relaxes a 64-atom bond model with five randomly placed defects, once free and once clamped in plane, and asserts that the ratio of the mean strains agrees with the formula; both give 1.7711. A second bond model, with a defect that softens its surroundings, confirms that the layer's own moduli set the factor. Further assertions cover the in-plane stress, an anisotropic free strain, wafer bending, miscut, and the peak position found by summing the waves scattered by the lattice planes. For a 004 layer peak 0.080 degrees below the substrate peak, the output gives an X-ray strain of 2.03e-3, a free strain of 1.15e-3 and an in-plane stress of −207 MPa. The factors for (110) and (111) wafers are 1.51 and 1.44.

## Numerical check

```python
"""
Result under test: a thin layer with isotropic eigenstrain e (its free strain),
clamped in plane to (001) silicon, has out-of-plane X-ray strain
    eps_perp = e * (1 + 2*C12/C11), about 1.77 e.
C11, C12, C44: cubic elastic constants (GPa). Expansion is positive.
The factor is tested with a relaxed bond model of a crystal containing defects,
with full tensor mechanics, and with a sum over scattering planes.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

# ---------------- inputs (rough typical values) ----------------
C11, C12, C44 = 166.0, 64.0, 80.0            # GPa
a_si = constants.value('lattice parameter of silicon') * 1e9   # nm
wavelength = 0.15406                          # nm
layer_nm, wafer_um = 300.0, 725.0
shift_deg = 0.080                             # layer peak below substrate peak
miscut_deg = 0.5
ARCSEC = np.degrees(1.0) * 3600.0
factor = 1 + 2 * C12 / C11

# ---------------- bond model of a crystal with defects ----------------
# Energy: squared changes of bond-vector products, lengths in lattice parameters.
STRETCH = (C11 + 3 * C12) / 4                 # bond-stretch stiffness, GPa
BEND = (C11 - C12) / 4                        # bond-angle stiffness, GPa
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4


def strain_columns(v):
    """Displacement of vector v for unit xx, yy, zz, yz, xz, xy strains."""
    x, y, z = v
    return np.array([[x, 0, 0, 0, z / 2, y / 2],
                     [0, y, 0, z / 2, 0, x / 2],
                     [0, 0, z, y / 2, x / 2, 0]])


def minimum(matrix, target):
    """Minimizer and minimum of |matrix x - target|^2."""
    x = np.linalg.lstsq(matrix, target, rcond=1e-10)[0]
    return x, np.sum((matrix @ x - target) ** 2)


def defect_crystal(defects, dilation, stiffness, n=2):
    """Relax an n*n*n-cell crystal whose defect atoms want longer bonds.
    Returns free strains (6), clamped normal strain, and effective C11, C12."""
    size = 4 * n
    sites = []
    for cell in itertools.product(range(n), repeat=3):
        for base in ((0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)):
            p = 4 * np.array(cell) + np.array(base)
            sites.append((tuple(int(c) for c in p % size), 1))
            sites.append((tuple(int(c) for c in (p + 1) % size), -1))
    index = {s[0]: i for i, s in enumerate(sites)}
    count = len(sites)
    rows, targets = [], []
    for i, (p, sign) in enumerate(sites):
        vectors, changes, partners = [], [], []
        for b in BONDS:
            v = sign * b
            q = tuple(int(c) for c in (np.array(p) + np.rint(4 * v).astype(int)) % size)
            j = index[q]
            d = np.zeros((3, 3 * count + 6))
            d[:, 3 * j:3 * j + 3] += np.eye(3)
            d[:, 3 * i:3 * i + 3] -= np.eye(3)
            d[:, -6:] = strain_columns(v)
            vectors.append(v)
            changes.append(d)
            partners.append(j)
        if sign == 1:                         # each bond counted once
            for v, d, j in zip(vectors, changes, partners):
                hits = (i in defects) + (j in defects)
                soft = stiffness if hits else 1.0
                w = np.sqrt(2 * STRETCH * soft / n ** 3)
                rows.append(w * 2 * v @ d)
                targets.append(w * 2 * (v @ v) * dilation * hits)
        soft = stiffness if i in defects else 1.0
        w = np.sqrt(2 * BEND * soft / n ** 3)
        for k, l in itertools.combinations(range(4), 2):
            rows.append(w * (vectors[k] @ changes[l] + vectors[l] @ changes[k]))
            targets.append(0.0)
    J, t = np.array(rows), np.array(targets)
    inner = J[:, :-6]                         # atomic displacements only
    free = minimum(J, t)[0][-6:]
    clamped = minimum(np.hstack([inner, J[:, [-4, -3, -2]]]), t)[0][-3]
    c11 = 2 * minimum(inner, -J[:, -4])[1]    # energy of unit zz strain
    c12 = minimum(inner, -(J[:, -6] + J[:, -5]))[1] - c11
    return free, clamped, c11, c12, count


rng = np.random.default_rng(4)
random_sites = set(int(i) for i in rng.choice(64, 5, replace=False))
free, clamped, m11, m12, atoms = defect_crystal(random_sites, 0.02, 1.0)
free_mean = free[:3].mean()
assert free_mean > 1e-5
assert np.allclose(free[:3], free_mean, rtol=1e-7)       # isotropic mean strain
assert np.max(np.abs(free[3:])) < 1e-7 * free_mean
assert abs(m11 / C11 - 1) < 1e-8 and abs(m12 / C12 - 1) < 1e-8
ratio_atoms = clamped / free_mean
assert abs(ratio_atoms - factor) < 1e-6

# A defect that also halves the stiffness around it: the layer's own moduli count.
free_s, clamped_s, s11, s12, _ = defect_crystal({0}, 0.02, 0.5)
ratio_soft = clamped_s / free_s[:3].mean()
assert np.allclose(free_s[:3], free_s[:3].mean(), rtol=1e-7)
assert abs(s11 / C11 - 1) > 1e-3                         # moduli really changed
assert abs(ratio_soft - (1 + 2 * s12 / s11)) < 1e-6

# ---------------- full tensor mechanics ----------------
I3 = np.eye(3)
C = np.zeros((3, 3, 3, 3))
for i, j, k, l in itertools.product(range(3), repeat=4):
    C[i, j, k, l] = (C12 * I3[i, j] * I3[k, l]
                     + C44 * (I3[i, k] * I3[j, l] + I3[i, l] * I3[j, k])
                     + (C11 - C12 - 2 * C44) * (i == j == k == l))


def clamped_layer(normal, eigen, in_plane=0.0):
    """Traction-free layer with given in-plane strain: vector b, strain, stress."""
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    base = in_plane * (I3 - np.outer(n, n))
    acoustic = np.einsum('ijkl,j,l->ik', C, n, n)
    b = np.linalg.solve(acoustic, np.einsum('ijkl,kl,j->i', C, eigen - base, n))
    strain = base + (np.outer(b, n) + np.outer(n, b)) / 2
    return b, strain, np.einsum('ijkl,kl->ij', C, strain - eigen), n


# ---------------- worked example ----------------
d_sub = a_si / 4
theta_b = np.arcsin(wavelength / (2 * d_sub))
theta_l = theta_b - np.radians(shift_deg)
eps_perp = np.sin(theta_b) / np.sin(theta_l) - 1
eps_linear = np.radians(shift_deg) / np.tan(theta_b)
assert abs(eps_linear / eps_perp - 1) < 5e-3
e_free = eps_perp / factor

b, strain, stress, _ = clamped_layer([0, 0, 1], e_free * I3)
assert abs(strain[2, 2] / eps_perp - 1) < 1e-10
assert np.max(np.abs(stress[2])) < 1e-10
stress_formula = -(C11 - C12) * (C11 + 2 * C12) / C11 * e_free
assert abs(stress[0, 0] / stress_formula - 1) < 1e-10

compliance = np.linalg.inv(np.full((3, 3), C12) + (C11 - C12) * I3)
poisson = -compliance[0, 1] / compliance[0, 0]
assert abs(poisson - C12 / (C11 + C12)) < 1e-12
assert abs((1 + poisson) / (1 - poisson) - factor) < 1e-12


def orientation_factor(normal):
    _, s, _, n = clamped_layer(normal, I3)
    return n @ s @ n


factor_110 = orientation_factor([1, 1, 0])
factor_111 = orientation_factor([1, 1, 1])
assert factor_111 < factor_110 < factor


# Peak position from the amplitudes scattered by the planes of the layer.
def layer_peak_shift(strain_normal):
    spacing = d_sub * (1 + strain_normal)
    z = spacing * np.arange(int(round(layer_nm / d_sub)))
    guess = theta_b - strain_normal * np.tan(theta_b)

    def minus_intensity(offset):
        q = 4 * np.pi * np.sin(guess + offset / ARCSEC) / wavelength
        return -abs(np.exp(1j * q * z).sum()) ** 2 / len(z) ** 2
    best = minimize_scalar(minus_intensity, bounds=(-25, 35), method='bounded',
                           options={'xatol': 1e-7})
    return (theta_b - guess) * ARCSEC - best.x


shift_clamped = layer_peak_shift(factor * e_free)
shift_free = layer_peak_shift(e_free)
assert abs(shift_clamped - shift_deg * 3600) < 0.01

# ---------------- size of neglected effects ----------------
factor_low = 1 + 2 * (C12 - 1) / (C11 + 1)
factor_high = 1 + 2 * (C12 + 1) / (C11 - 1)

aniso = np.diag([0.95, 0.95, 1.10])           # same trace as the unit tensor
factor_aniso = clamped_layer([0, 0, 1], aniso)[1][2, 2]
assert abs(factor_aniso - (aniso[2, 2] + C12 / C11 * (aniso[0, 0] + aniso[1, 1]))) < 1e-12


def finite_strain_factor(e):
    """Bond model without linearization; unknown is the squared normal stretch."""
    r2 = 3 / 16 * (1 + e) ** 2
    ws, wb = np.sqrt(16 * STRETCH), np.sqrt(8 * BEND)
    m = [ws / 16] + [wb / 16] * 2 + [-wb / 16] * 4
    t = [ws * (r2 - 2 / 16)] + [wb * (-r2 / 3 + 2 / 16)] * 2 + [wb * (-r2 / 3)] * 4
    m, t = np.array(m), np.array(t)
    return (np.sqrt(m @ t / (m @ m)) - 1) / e


factor_finite = finite_strain_factor(e_free)
deviation = factor_finite - factor
assert abs(deviation) < 2 * e_free
assert abs((finite_strain_factor(e_free / 2) - factor) / deviation - 0.5) < 0.01

# Bending: best plane strain e0 + kappa*z through the wafer, z in wafer thickness.
t_film = layer_nm / (wafer_um * 1e3)
nodes, weights = np.polynomial.legendre.leggauss(6)
z_all, w_all, e_all = [], [], []
for lo, hi, value in ((-0.5, 0.5 - t_film, 0.0), (0.5 - t_film, 0.5, 1.0)):
    z_all.extend((lo + hi) / 2 + (hi - lo) / 2 * nodes)
    w_all.extend((hi - lo) / 2 * weights)
    e_all.extend([value] * 6)
z_all, root_w, e_all = np.array(z_all), np.sqrt(w_all), np.array(e_all)
fit = np.linalg.lstsq(root_w[:, None] * np.column_stack([np.ones(12), z_all]),
                      root_w * e_all, rcond=None)[0]
bend_rel = fit[0] + fit[1] * (0.5 - t_film)   # in-plane strain at interface / e
assert abs(bend_rel / (4 * t_film) - 1) < 0.01
radius_m = wafer_um * 1e-6 / (fit[1] * e_free)
assert abs(radius_m / ((wafer_um * 1e-6) ** 2 / (6 * layer_nm * 1e-9 * e_free)) - 1) < 0.01
bent_layer = clamped_layer([0, 0, 1], e_free * I3, bend_rel * e_free)[1][2, 2]
bent_sub = clamped_layer([0, 0, 1], 0 * I3, bend_rel * e_free)[1][2, 2]
assert abs((bent_layer - bent_sub) / eps_perp - 1) < 1e-10
assert abs(bent_layer / eps_perp - 1) > 1e-4  # absolute strain does change

# Miscut: deformed reciprocal vector of the (001) planes.
phi = np.radians(miscut_deg)
b_m, _, _, n_m = clamped_layer([np.sin(phi), 0, np.cos(phi)], e_free * I3)
G = np.linalg.inv(I3 + np.outer(b_m, n_m)).T @ np.array([0, 0, 1.0])
tilt = abs(np.arctan2(G[0], G[2])) * ARCSEC
spacing_change = (1 / np.linalg.norm(G) - 1) / eps_perp - 1
assert abs(tilt / (eps_perp * np.tan(phi) * ARCSEC) - 1) < 0.02
assert abs(spacing_change) < 5e-3

# ---------------- derived quantities ----------------
volume_fraction = 3 * e_free
atom_density = 8 / (a_si * 1e-7) ** 3         # per cm^3
rise_nm = eps_perp * layer_nm

print(f"C11, C12, C44 (inputs)              {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"C12/C11                             {C12 / C11:.4f}")
print(f"factor 1 + 2 C12/C11                {factor:.4f}")
print(f"Poisson ratio, cube-axis pull       {poisson:.4f}")
print(f"factor for (110) wafer              {factor_110:.3f}")
print(f"factor for (111) wafer              {factor_111:.3f}")
print(f"bond model: atoms, defects          {atoms}, {len(random_sites)}")
print(f"bond model: free mean strain        {free_mean:.4e}")
print(f"bond model: clamped normal strain   {clamped:.4e}")
print(f"bond model: ratio                   {ratio_atoms:.4f}")
print(f"lattice parameter                   {a_si:.5f} nm")
print(f"004 plane spacing                   {d_sub:.5f} nm")
print(f"wavelength (input)                  {wavelength:.5f} nm")
print(f"layer thickness (input)             {layer_nm:.0f} nm")
print(f"wafer thickness (input)             {wafer_um:.0f} um")
print(f"substrate Bragg angle               {np.degrees(theta_b):.4f} deg")
print(f"layer peak below substrate (input)  {shift_deg:.3f} deg")
print(f"layer Bragg angle                   {np.degrees(theta_l):.4f} deg")
print(f"X-ray strain, full Bragg law        {eps_perp:.4e}")
print(f"X-ray strain, small-angle form      {eps_linear:.4e}")
print(f"free strain                         {e_free:.4e}")
print(f"normal elastic strain               {eps_perp - e_free:.4e}")
print(f"in-plane stress                     {stress[0, 0] * 1e3:.1f} MPa")
print(f"net relaxation volume fraction      {volume_fraction:.3e}")
print(f"same, if clamping is ignored        {3 * eps_perp:.3e}")
print(f"silicon atom density                {atom_density:.3e} cm^-3")
print(f"equivalent atomic volumes           {volume_fraction * atom_density:.2e} cm^-3")
print(f"surface rise                        {rise_nm:.3f} nm")
print(f"plane-sum peak shift, clamped       {shift_clamped:.1f} arcsec")
print(f"plane-sum peak shift, cut free      {shift_free:.1f} arcsec")
print(f"factor, C11 and C12 off by 1 GPa    {factor_low:.3f} to {factor_high:.3f}")
print(f"softened defect, 1 atom in {atoms}: C11  {s11:.2f} GPa")
print(f"softened defect: C12                {s12:.2f} GPa")
print(f"softened defect: factor             {ratio_soft:.4f}")
print(f"anisotropic eigenstrain xx, yy, zz  {aniso[0,0]:.2f}, {aniso[1,1]:.2f}, {aniso[2,2]:.2f} of mean")
print(f"factor with that anisotropy         {factor_aniso:.4f}")
print(f"factor at finite strain, bond model {factor_finite:.4f}")
print(f"bending: in-plane strain / free     {bend_rel:.3e}")
print(f"bending: change of absolute strain  {100 * (bent_layer / eps_perp - 1):.3f} percent")
print(f"bending: radius of curvature        {radius_m:.0f} m")
print(f"miscut (input)                      {miscut_deg:.1f} deg")
print(f"miscut: tilt of layer planes        {tilt:.2f} arcsec")
print(f"miscut: tilt / peak shift           {100 * tilt / (shift_deg * 3600):.2f} percent")
print(f"miscut: change of spacing strain    {100 * spacing_change:.4f} percent")
print("all good")
```

Output:

```
C11, C12, C44 (inputs)              166, 64, 80 GPa
C12/C11                             0.3855
factor 1 + 2 C12/C11                1.7711
Poisson ratio, cube-axis pull       0.2783
factor for (110) wafer              1.508
factor for (111) wafer              1.436
bond model: atoms, defects          64, 5
bond model: free mean strain        2.8540e-03
bond model: clamped normal strain   5.0546e-03
bond model: ratio                   1.7711
lattice parameter                   0.54310 nm
004 plane spacing                   0.13578 nm
wavelength (input)                  0.15406 nm
layer thickness (input)             300 nm
wafer thickness (input)             725 um
substrate Bragg angle               34.5645 deg
layer peak below substrate (input)  0.080 deg
layer Bragg angle                   34.4845 deg
X-ray strain, full Bragg law        2.0318e-03
X-ray strain, small-angle form      2.0267e-03
free strain                         1.1472e-03
normal elastic strain               8.8458e-04
in-plane stress                     -207.2 MPa
net relaxation volume fraction      3.442e-03
same, if clamping is ignored        6.095e-03
silicon atom density                4.994e+22 cm^-3
equivalent atomic volumes           1.72e+20 cm^-3
surface rise                        0.610 nm
plane-sum peak shift, clamped       288.0 arcsec
plane-sum peak shift, cut free      162.8 arcsec
factor, C11 and C12 off by 1 GPa    1.754 to 1.788
softened defect, 1 atom in 64: C11  163.22 GPa
softened defect: C12                62.10 GPa
softened defect: factor             1.7609
anisotropic eigenstrain xx, yy, zz  0.95, 0.95, 1.10 of mean
factor with that anisotropy         1.8325
factor at finite strain, bond model 1.7703
bending: in-plane strain / free     1.654e-03
bending: change of absolute strain  -0.072 percent
bending: radius of curvature        255 m
miscut (input)                      0.5 deg
miscut: tilt of layer planes        3.66 arcsec
miscut: tilt / peak shift           1.27 percent
miscut: change of spacing strain    -0.0055 percent
all good
```
